**Floating potential from electron and ion flux balance**

The program tests $V_f=(k_BT_e/2e)\ln(2\pi m_e/M_i)$, the potential of an isolated absorbing surface relative to the sheath edge. Here $T_e$ is the electron temperature, $m_e$ the electron mass, $M_i$ the ion mass and $e$ the elementary charge. It asserts that velocity quadrature reproduces the electron flux, that the Poisson integral gives the Bohm speed, and that the integrated presheath equations reach their greatest distance at that speed. It also asserts that numerical flux balance agrees with the formula for three combinations of ion mass and temperature. For H$_2^+$ ions and 3 eV electrons, the output gives $V_f=-9.56$ V. Accounting for absorbed electrons shifts this by $-0.027$ V, in agreement with the first-order estimate within the asserted 5% tolerance. Emission of 0.5 photoelectrons per arriving ion raises the potential to $-8.34$ V, with the emitted charge contributing about 3% of the plasma's Poisson integral.

## Verification by program

```python
"""Floating potential of an isolated surface relative to the sheath edge:
    V_f = (k_B T_e / 2e) ln(2 pi m_e / M_i)
T_e: electron temperature (te_ev, in eV), m_e: electron mass, M_i: ion mass.
Assumed: Maxwellian electrons, cold singly charged ions, collisionless sheath,
absorbing surface without emission. Potentials are zero at the sheath edge.
The tests use velocity integrals, the Poisson first integral, presheath
conservation laws and numerical flux balance.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, fixed_quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfc

E = const.e
ME = const.m_e


def floating_formula(te_ev, ion_mass):
    return 0.5 * te_ev * np.log(2 * np.pi * ME / ion_mass)


def electron_flux(voltage, te_ev, density):
    """One-way flux of edge electrons able to climb to voltage <= 0."""
    thermal = np.sqrt(E * te_ev / ME)
    cutoff = np.sqrt(max(0.0, -2 * voltage / te_ev))
    integral = quad(lambda s: s * np.exp(-s*s/2) / np.sqrt(2*np.pi),
                    cutoff, cutoff + 12, epsabs=1e-14, epsrel=1e-11)[0]
    return density * thermal * integral


def charge_integral(speed, drop, te_ev, ion_mass, order=16):
    """Integral of (n_i-n_e)/n_s over potential drop, in volts."""
    def difference(u):
        ions = 1 / np.sqrt(1 + 2*E*u / (ion_mass*speed**2))
        return ions - np.exp(-u / te_ev)
    return fixed_quad(difference, 0, drop, n=order)[0]


def marginal_speed(te_ev, ion_mass):
    """Zero-drop limit of the ion speed at which E squared vanishes."""
    scale = np.sqrt(E * te_ev / ion_mass)
    roots = []
    for fraction in (0.004, 0.002):
        drop = fraction * te_ev
        roots.append(brentq(
            lambda u: charge_integral(u, drop, te_ev, ion_mass) / drop**2,
            0.2*scale, 5*scale, xtol=1e-9*scale))
    return 2*roots[1] - roots[0]


def balance_voltage(te_ev, ion_mass, ion_speed, emission=0.0):
    """Surface voltage at zero current, using numerical electron flux."""
    return brentq(lambda v: electron_flux(v, te_ev, 1.0) / ion_speed
                  - (1 + emission), -10*te_ev, 0, xtol=1e-11)


# Chosen plasma parameters; the ion is H2+.
te = 3.0
n_edge = 1e16
photo_yield = 0.5
mass = 2*const.m_p + ME
bohm = np.sqrt(E*te/mass)
vf = floating_formula(te, mass)
h = -vf/te

# Electron flux: velocity quadrature against the Boltzmann expression.
for voltage in (0.0, -2.0, -9.0):
    formula = n_edge*np.sqrt(E*te/(2*np.pi*ME))*np.exp(voltage/te)
    assert np.isclose(electron_flux(voltage, te, n_edge), formula, rtol=1e-8)
mean_scaled = quad(lambda s: np.sqrt(2/np.pi)*s**3*np.exp(-s*s/2), 0, 15)[0]
mean_speed = mean_scaled*np.sqrt(E*te/ME)
random_flux = electron_flux(0, te, n_edge)
assert np.isclose(random_flux, n_edge*mean_speed/4, rtol=1e-8)

# Bohm threshold and existence of the entire sheath at that speed.
speed_numeric = marginal_speed(te, mass)
assert np.isclose(speed_numeric, bohm, rtol=1e-4)
assert charge_integral(0.98*bohm, 0.01*te, te, mass) < 0
for drop in np.linspace(0.01*te, -vf, 40):
    assert charge_integral(bohm, drop, te, mass, 40) > 0

# Presheath: w=u/u_B, n=n/n_0, x=nu*position/u_B.
def presheath(w, state):
    n = state[0]
    matrix = np.array([[w, -n], [w*w + 1, 0.0]])
    return np.linalg.solve(matrix, np.array([-n, -2*n*w]))


path = solve_ivp(presheath, (0, 1.2), [1.0, 0.0], rtol=1e-10,
                 atol=1e-12, t_eval=[0.5, 0.9, 1.0, 1.1, 1.2])
assert path.success
assert np.allclose(path.y[0], 1/(1+path.t**2), atol=1e-8)
assert np.allclose(path.y[1], 2*np.arctan(path.t)-path.t, atol=1e-8)
assert np.argmax(path.y[1]) == 2
edge_ratio = path.y[0, 2]
presheath_drop = -te*np.log(edge_ratio)
assert np.isclose(presheath_drop, te*np.log(2), atol=1e-7)

# Complete flux balance, including other masses and temperatures.
vf_numeric = balance_voltage(te, mass, speed_numeric)
assert abs(vf_numeric-vf) < 2e-4*te
for temperature, ratio in ((1.0, 2000.0), (5.0, 50000.0)):
    trial_mass = ratio*ME
    trial_speed = marginal_speed(temperature, trial_mass)
    trial_v = balance_voltage(temperature, trial_mass, trial_speed)
    assert abs(trial_v-floating_formula(temperature, trial_mass)) \
        < 2e-4*temperature
ion_flux = n_edge*bohm
assert electron_flux(vf+0.5, te, n_edge) > ion_flux
assert electron_flux(vf-0.5, te, n_edge) < ion_flux

# Electrons absorbed by the surface are missing from the returning half.
def truncated_density(potential, barrier):
    """Density at scaled edge potential, per full-Maxwellian density."""
    limit = np.sqrt(2*(potential+barrier))
    integral = quad(lambda s: np.exp(-s*s/2)/np.sqrt(2*np.pi),
                    -limit, 12, epsabs=1e-13, epsrel=1e-11)[0]
    return np.exp(potential)*integral


def corrected_balance(barrier):
    step = 1e-3
    density = truncated_density(0, barrier)
    slope = (truncated_density(step, barrier)
             - truncated_density(-step, barrier))/(2*step)
    ion_speed = bohm*np.sqrt(density/slope)
    return electron_flux(-barrier*te, te, 1.0)/(density*ion_speed)-1


assert np.isclose(truncated_density(0, h), (1+erf(np.sqrt(h)))/2, rtol=1e-8)
h_corrected = brentq(corrected_balance, 1, 8)
shift_estimate = erfc(np.sqrt(h))/2 + np.exp(-h)/(4*np.sqrt(np.pi*h))
assert np.isclose(h_corrected-h, shift_estimate, rtol=0.05)

# Photoemission and the space charge of initially slow emitted electrons.
v_photo = balance_voltage(te, mass, bohm, photo_yield)
photo_shift = te*np.log(1+photo_yield)
assert np.isclose(v_photo, vf+photo_shift, atol=1e-7)
wall_drop = -v_photo
emitted_integral = quad(
    lambda u: photo_yield*bohm/np.sqrt(2*E*(wall_drop-u)/ME),
    0, wall_drop)[0]
plasma_integral = charge_integral(bohm, wall_drop, te, mass, 40)
emitted_fraction = emitted_integral/plasma_integral
emitted_edge = photo_yield*bohm/np.sqrt(2*E*wall_drop/ME)
assert emitted_fraction < 0.1
assert emitted_edge < 0.01

debye = np.sqrt(const.epsilon_0*te/(n_edge*E))
print(f"Electron temperature: {te:.3f} eV")
print(f"Sheath-edge density: {n_edge:.3e} m^-3")
print(f"H2+ mass: {mass:.6e} kg")
print(f"H2+ to electron mass ratio: {mass/ME:.3f}")
print(f"Electron mean speed: {mean_speed:.5e} m/s")
print(f"Bohm speed from formula: {bohm:.3f} m/s")
print(f"Bohm speed from Poisson integral: {speed_numeric:.3f} m/s")
print(f"Random electron flux at edge: {random_flux:.5e} m^-2 s^-1")
print(f"Ion flux: {ion_flux:.5e} m^-2 s^-1")
print(f"Random electron/ion flux ratio: {random_flux/ion_flux:.4f}")
print(f"Ion current density: {E*ion_flux:.4f} A/m^2")
print(f"Edge Debye length: {debye*1e6:.3f} micrometre")
print(f"ln(2 pi m_e/M_i): {np.log(2*np.pi*ME/mass):.6f}")
print(f"Scaled floating potential eV_f/(k_B T_e): {vf/te:.6f}")
print(f"Floating potential from formula: {vf:.5f} V")
print(f"Floating potential from numerical balance: {vf_numeric:.5f} V")
print(f"Floating potential in atomic units: "
      f"{vf/const.value('Hartree energy in eV'):.6f} hartree/e")
print(f"Presheath edge/bulk density ratio: {edge_ratio:.6f}")
print(f"Presheath scaled length nu*L/u_B: {path.y[1, 2]:.6f}")
print(f"Presheath potential drop: {presheath_drop:.5f} V")
print(f"Surface potential relative to bulk: {vf-presheath_drop:.5f} V")
print(f"Ion kinetic energy at edge: {te/2:.4f} eV")
print(f"Ion impact energy at surface: {te/2-vf:.4f} eV")
print(f"Truncated-Maxwellian floating potential: {-te*h_corrected:.5f} V")
print(f"Truncation correction: {-te*h_corrected-vf:.5f} V")
print(f"First-order truncation correction: {-te*shift_estimate:.5f} V")
print(f"Photoelectrons per arriving ion: {photo_yield:.3f}")
print(f"Photoemission shift: {photo_shift:.5f} V")
print(f"Floating potential with photoemission: {v_photo:.5f} V")
print(f"Emitted/edge electron density: {emitted_edge:.6f}")
print(f"Emitted/plasma Poisson integral: {emitted_fraction:.5f}")
print("checks complete")
```

Running it gives:

```
Electron temperature: 3.000 eV
Sheath-edge density: 1.000e+16 m^-3
H2+ mass: 3.346155e-27 kg
H2+ to electron mass ratio: 3673.305
Electron mean speed: 1.15915e+06 m/s
Bohm speed from formula: 11985.132 m/s
Bohm speed from Poisson integral: 11985.124 m/s
Random electron flux at edge: 2.89789e+21 m^-2 s^-1
Ion flux: 1.19851e+20 m^-2 s^-1
Random electron/ion flux ratio: 24.1790
Ion current density: 19.2023 A/m^2
Edge Debye length: 128.760 micrometre
ln(2 pi m_e/M_i): -6.370970
Scaled floating potential eV_f/(k_B T_e): -3.185485
Floating potential from formula: -9.55646 V
Floating potential from numerical balance: -9.55646 V
Floating potential in atomic units: -0.351193 hartree/e
Presheath edge/bulk density ratio: 0.500000
Presheath scaled length nu*L/u_B: 0.570796
Presheath potential drop: 2.07944 V
Surface potential relative to bulk: -11.63590 V
Ion kinetic energy at edge: 1.5000 eV
Ion impact energy at surface: 11.0565 eV
Truncated-Maxwellian floating potential: -9.58346 V
Truncation correction: -0.02700 V
First-order truncation correction: -0.02721 V
Photoelectrons per arriving ion: 0.500
Photoemission shift: 1.21640 V
Floating potential with photoemission: -8.34006 V
Emitted/edge electron density: 0.003499
Emitted/plasma Poisson integral: 0.03121
checks complete
```
